# Absorption and Loss: The Role of the Macroscopic Coulomb Term

In a model insulator, specified below, the imaginary part of the macroscopic dielectric function, which describes absorption, peaks at 0.774 Ha (21.1 eV), while the energy-loss spectrum peaks at 0.905 Ha (24.6 eV). With a broadening of 0.02 Ha, the height of the absorption peak is 7.02, yet the loss function there is only 0.141. Both spectra come from the same electrons, the same bands and the same irreducible response. What separates them is one element of the Coulomb interaction, the one with $\mathbf G=0$.

## Microscopic response and macroscopic average

Hartree atomic units are used. Potentials are potential energies of an electron, $n$ is the induced number density, and fields vary as $e^{-i\omega t}$. Response functions are retarded, evaluated at $z=\omega+i\eta$ with $\eta>0$. In a periodic solid a perturbation of wave vector $\mathbf q\neq0$ in the first Brillouin zone produces components at $\mathbf q+\mathbf G$, where $\mathbf G$ is a reciprocal lattice vector. Densities and potentials are therefore vectors with index $\mathbf G$, and response functions are matrices.

The induced density creates the Hartree potential $v_{\mathbf G}n_{\mathbf G}$, with

$$v_{\mathbf G}=\frac{4\pi}{|\mathbf q+\mathbf G|^2},\qquad \phi_{\rm tot}=\phi_{\rm ext}+vn. \tag{1}$$

The irreducible response $P$ is defined by $n=P\phi_{\rm tot}$. In the random-phase approximation (RPA), $P$ is the independent-particle response $\chi^0$. In time-dependent density-functional theory an exchange-correlation kernel $f_{\rm xc}$ adds $f_{\rm xc}n$ to the potential felt by the particles, so $n=\chi^0(\phi_{\rm tot}+f_{\rm xc}n)$ and $P=(1-\chi^0f_{\rm xc})^{-1}\chi^0$. The kernel enters through $P$ alone, and the proof below does not ask what $P$ is.

The response to the external potential is defined by $n=\chi\phi_{\rm ext}$. Inserting (1) into $n=P\phi_{\rm tot}$ gives $n=P\phi_{\rm ext}+Pvn$, hence

$$\chi=P+Pv\chi,\qquad \phi_{\rm tot}=(1+v\chi)\phi_{\rm ext}\equiv\epsilon^{-1}\phi_{\rm ext}. \tag{2}$$

The inverse of $1+v\chi$ is $\epsilon=1-vP$, because

$$(1-vP)(1+v\chi)=1+v(\chi-P-Pv\chi)=1. \tag{3}$$

Let the external potential be smooth, with a $\mathbf G=0$ component only. The total potential still has components at all $\mathbf G$, because the crystal is not uniform. For a wavelength much longer than the unit cell, averaging over a cell removes the components with $\mathbf G\ne0$ and leaves $\phi_M=\phi_{{\rm tot},0}$. The macroscopic dielectric function is the ratio of external to averaged total potential:

$$\epsilon_M=\frac{\phi_{\rm ext}}{\phi_M}=\frac{1}{(\epsilon^{-1})_{00}}=\frac{1}{1+v_0\chi_{00}}. \tag{4}$$

The matrix is inverted first and its 00 element taken afterwards. The element $\epsilon_{00}=1-v_0P_{00}$ is a different quantity: it neglects the potentials at $\mathbf G\neq0$, which are the local fields.

## Removing one element of the interaction

Let $\bar v$ equal $v$ except that $\bar v_0=0$, and define

$$\bar\chi=P+P\bar v\bar\chi,\qquad\text{so that}\qquad \bar\chi=(1-P\bar v)^{-1}P. \tag{5}$$

Write $|0\rangle$ for the unit vector along $\mathbf G=0$. Then $v=\bar v+|0\rangle v_0\langle0|$, and (2) becomes

$$(1-P\bar v)\chi=P\left(1+|0\rangle v_0\langle0|\chi\right). \tag{6}$$

Multiplying from the left by $(1-P\bar v)^{-1}$, assumed to exist, eliminates $P$:

$$\chi=\bar\chi+\bar\chi|0\rangle v_0\langle0|\chi. \tag{7}$$

The 00 element is a scalar equation, $\chi_{00}=\bar\chi_{00}+\bar\chi_{00}v_0\chi_{00}$, with the solution

$$\chi_{00}=\frac{\bar\chi_{00}}{1-v_0\bar\chi_{00}}. \tag{8}$$

Therefore

$$1+v_0\chi_{00}=\frac{1-v_0\bar\chi_{00}+v_0\bar\chi_{00}}{1-v_0\bar\chi_{00}}=\frac1{1-v_0\bar\chi_{00}},$$

and comparison with (4) gives

$$\boxed{\;\epsilon_M=1-v_0\bar\chi_{00}\;} \tag{9}$$

The identity is algebraic and holds at every $\mathbf q\neq0$ in the zone where the inverses exist. A zero of $1-v_0\bar\chi_{00}$ is a pole of $\chi_{00}$: the density can then oscillate without an external potential.

The meaning of $\bar\chi$ follows from $n_0=\chi_{00}\phi_{\rm ext}$ and $\phi_{\rm ext}=\epsilon_M\phi_M$. By (8) and (9), $\chi_{00}\epsilon_M=\bar\chi_{00}$, so

$$n_0=\bar\chi_{00}\,\phi_M. \tag{10}$$

Thus $\bar\chi_{00}$ is the response to the macroscopic potential. That potential already contains the averaged field of the induced charge, so $v_0$ must not generate it again. The local fields are not contained in it and have to be generated by $\bar v$. Since $(1-P\bar v)P=P(1-\bar vP)$, (5) can also be written $\bar\chi=P+\bar\chi\bar vP$. Inserting this on the right of (5) displays the local fields in a closed form:

$$\bar\chi_{00}=P_{00}+\sum_{\mathbf G\neq0}P_{0\mathbf G}v_{\mathbf G}P_{\mathbf G0}+\sum_{\mathbf G,\mathbf G'\neq0}P_{0\mathbf G}v_{\mathbf G}\bar\chi_{\mathbf G\mathbf G'}v_{\mathbf G'}P_{\mathbf G'0}. \tag{11}$$

In a uniform system $P_{0\mathbf G}=0$ for $\mathbf G\ne0$, and (9) reduces to $1-v_0P_{00}$.

One element among many may look negligible, but $v_0=4\pi/q^2$ diverges as $q\to0$. In an insulator treated in the RPA, the matrix element of $e^{-i\mathbf q\cdot\mathbf r}$ between a filled and an empty state vanishes in proportion to $q$, because the states are orthogonal at $q=0$. Hence $P_{00}\sim q^2$ and $P_{0\mathbf G}\sim q$. The elements $P_{\mathbf G0}$ are of order $q$ as well. In (11) the first term is therefore of order $q^2$, and each of the others has one factor of order $q$ at either end, with factors between them that stay finite away from the poles of $\bar\chi$. Hence $\bar\chi_{00}\sim q^2$ and $v_0\bar\chi_{00}$ stays finite.

## Absorption and loss

Since $v_0$ is real, (9) and (4) give

$$\operatorname{Im}\epsilon_M=-v_0\operatorname{Im}\bar\chi_{00},\qquad -\operatorname{Im}\frac1{\epsilon_M}=-v_0\operatorname{Im}\chi_{00}. \tag{12}$$

The prefactor, $P$ and all interactions at $\mathbf G\ne0$ are the same. The Dyson equation for loss contains $v_0$ and the one for absorption does not. The two functions are also linked by

$$-\operatorname{Im}\frac1{\epsilon_M}=\frac{\operatorname{Im}\epsilon_M}{|\epsilon_M|^2}, \tag{13}$$

so they approach each other when $|v_0\bar\chi_{00}|\ll1$.

To see what each measures, apply $\phi_{\rm ext}e^{i\mathbf q\cdot\mathbf r-i\omega t}+{\rm c.c.}$ and take $\eta\to0$. The electrons gain energy at the rate $\int n\,\partial_t\phi_{\rm ext}(\mathbf r,t)\,d^3r$. The density component at $\mathbf q$ is $\chi_{00}\phi_{\rm ext}$ and that of $\partial_t\phi_{\rm ext}(\mathbf r,t)$ is $-i\omega\phi_{\rm ext}$; all other density components average to zero against this wave. The mean power per volume is

$$W=\chi_{00}\phi_{\rm ext}(i\omega\phi_{\rm ext}^*)+{\rm c.c.}=-2\omega|\phi_{\rm ext}|^2\operatorname{Im}\chi_{00}. \tag{14}$$

Now use $\chi_{00}=\bar\chi_{00}/\epsilon_M=\bar\chi_{00}\epsilon_M^*/|\epsilon_M|^2$. The numerator is $\bar\chi_{00}-v_0|\bar\chi_{00}|^2$, whose second term is real. With $|\phi_M|^2=|\phi_{\rm ext}|^2/|\epsilon_M|^2$ this gives

$$W=-2\omega|\phi_M|^2\operatorname{Im}\bar\chi_{00}. \tag{15}$$

Equations (14) and (15) describe the same dissipated power. Loss refers it to the external potential, which a fast charged particle prescribes. Absorption refers it to the macroscopic potential inside the solid.

## Why this is the absorption of light

Light is transverse, whereas (9) was derived for a longitudinal perturbation. The link is the current response at long wavelength. The electron charge is $-1$, so the macroscopic electric field is $\mathbf E=+\nabla\phi_M$, or $i\mathbf q\phi_M$. Let $\mathbf j=\bar\sigma\mathbf E$ be the charge current driven by the macroscopic field, with the local fields at $\mathbf G\neq0$ included. The charge density is $-n_0$, and continuity requires

$$-i\omega(-n_0)+i\mathbf q\cdot\mathbf j=0
\quad\Rightarrow\quad
n_0=-\frac{i}{\omega}\,\mathbf q\cdot\bar\sigma\cdot\mathbf q\;\phi_M. \tag{16}$$

Comparison with (10) identifies $\bar\chi_{00}$. Multiplying by $-v_0=-4\pi/q^2$ and adding 1 gives

$$\epsilon_M=1+\frac{4\pi i}{\omega}\,\hat{\mathbf q}\cdot\bar\sigma\cdot\hat{\mathbf q}. \tag{17}$$

The interaction $\bar v$ has no element that diverges as $q\to0$. For an insulator in the RPA, or with a short-range kernel, $\bar\sigma$ therefore tends to the response to a uniform field, whatever the direction of $\mathbf q$. A long transverse wave polarized along a principal axis drives the same current as a longitudinal field along that axis. Its absorption at given macroscopic field is obtained from (9) with $\hat{\mathbf q}$ along the polarization. In an anisotropic crystal the result depends on that direction. At finite $q$, (9) still holds, but $\operatorname{Im}\epsilon_M$ is then a longitudinal response and not the optical absorption.

## The two spectra as two eigenvalue problems

In the RPA the effect of $v_0$ on the excitation energies can be made explicit. Let $t$ label a transition from a filled state $v\mathbf k$ to an empty state $c\,\mathbf k+\mathbf q$, with energy $\Delta_t>0$ and matrix element $\rho_t(\mathbf G)=\langle v\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|c\,\mathbf k+\mathbf q\rangle$. First-order perturbation theory gives a resonant term with $1/(z-\Delta_t)$ and an antiresonant one with $-1/(z+\Delta)$, where the filled state is at $\mathbf k+\mathbf q$. Time-reversal symmetry turns $\langle c\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|v\,\mathbf k+\mathbf q\rangle$ into $\langle v,-\mathbf k-\mathbf q|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|c,-\mathbf k\rangle$, which is again one of the $\rho_t$. The two terms combine to

$$P_{\mathbf G\mathbf G'}=f\sum_t\rho_t(\mathbf G)\rho_t^*(\mathbf G')\frac{2\Delta_t}{z^2-\Delta_t^2}, \tag{18}$$

with $f=2/(\text{crystal volume})$, the 2 counting spin. Put $B_{\mathbf Gt}=\sqrt{2\Delta_t}\,\rho_t(\mathbf G)$ and let $D$ be the diagonal matrix of the $\Delta_t$. Then $P=fB(z^2-D^2)^{-1}B^\dagger$. Define

$$C=D^2+fB^\dagger vB,\qquad \bar C=D^2+fB^\dagger\bar vB. \tag{19}$$

The resolvent identity reads

$$(z^2-C)^{-1}=(z^2-D^2)^{-1}+(z^2-D^2)^{-1}fB^\dagger vB\,(z^2-C)^{-1}.$$

Multiplied by $fB$ on the left and $B^\dagger$ on the right, it says that $X=fB(z^2-C)^{-1}B^\dagger$ obeys $X=P+PvX$. Hence $X=\chi$, and in the same way $\bar\chi=fB(z^2-\bar C)^{-1}B^\dagger$.

With the column vector $\beta_t=\sqrt{fv_0}\,B_{0t}^*$, the difference of the two matrices is a single product, and (9) and (4) take the forms

$$C=\bar C+\beta\beta^\dagger,\quad
\epsilon_M=1-\beta^\dagger\frac1{z^2-\bar C}\beta,\quad
\frac1{\epsilon_M}=1+\beta^\dagger\frac1{z^2-C}\beta. \tag{20}$$

Let $\bar\Omega_\lambda^2$ be the eigenvalues of $\bar C$ and $\bar s_\lambda\geq0$ the squared overlaps of its eigenvectors with $\beta$. For a finite set of transitions and real $x=\omega^2$,

$$\epsilon_M=1-\sum_\lambda\frac{\bar s_\lambda}{x-\bar\Omega_\lambda^2}. \tag{21}$$

Between neighbouring poles with $\bar s_\lambda>0$ this function rises from $-\infty$ to $+\infty$, since its derivative $\sum_\lambda\bar s_\lambda/(x-\bar\Omega_\lambda^2)^2$ is positive. It has one zero there, and one more above the last pole, where it rises from $-\infty$ to 1. The zeros are the poles of $1/\epsilon_M$, so each absorption pole is followed by one loss pole at higher energy.

The total strength is $\beta^\dagger\beta$ in both spectra. To evaluate it, take $F=e^{-i\mathbf q\cdot\mathbf r}$ and a one-electron Hamiltonian $h=p^2/2+V(\mathbf r)$ with a local potential. Since $F^\dagger\mathbf pF=\mathbf p-\mathbf q$,

$$[[F^\dagger,h],F]=F^\dagger hF+FhF^\dagger-2h=q^2. \tag{22}$$

The expectation value in a filled state $v$, with a complete set of states $m$ inserted, is

$$\sum_m(\varepsilon_m-\varepsilon_v)\left(|\langle m|F|v\rangle|^2+|\langle v|F|m\rangle|^2\right)=q^2.$$

On summing over filled $v$, the terms with filled $m$ cancel in pairs, since the energy difference is odd and the bracket even under exchange of $m$ and $v$. The two remaining sums are equal by time reversal. Hence $\sum_t2\Delta_t|\rho_t(0)|^2$ equals $q^2$ times the number of filled orbitals. Multiplication by $f$ turns that number into the electron density $n_e$, and $v_0=4\pi/q^2$ removes $q^2$:

$$\beta^\dagger\beta=fv_0\sum_t2\Delta_t|\rho_t(0)|^2=4\pi n_e=\omega_p^2. \tag{23}$$

The strength-weighted mean of the squared mode energy is $\beta^\dagger C\beta/\beta^\dagger\beta$ for loss and the same with $\bar C$ for absorption. By (20) they differ by

$$\langle\Omega^2\rangle_{\rm loss}-\langle\Omega^2\rangle_{\rm abs}=\frac{(\beta^\dagger\beta)^2}{\beta^\dagger\beta}=\omega_p^2. \tag{24}$$

Within the RPA and for a local one-electron potential, $v_0$ thus leaves the total strength unchanged and raises the mean squared energy by $\omega_p^2$. If one mode carried all the strength, its squared energy would itself shift by $\omega_p^2$.

## A model insulator

Electrons move along $z$ in the potential $-V_0\cos(2\pi z/a)$, with $a=6$ bohr and $V_0=0.5$ Ha. This is taken as the self-consistent ground-state potential. The lowest band is full and holds two electrons per period and per cross-section $A=10$ bohr$^2$. In-plane motion is left out, and only reciprocal vectors along $z$ are kept, with the three-dimensional interaction (1). The density is $n_e=2/(6\times10)=0.0333$ bohr$^{-3}$, so $\omega_p^2=4\pi n_e=0.419$ Ha$^2$. The response is treated in the RPA, with $\eta=0.02$ Ha for the spectra.

The static case allows a check that uses no response matrix. In a supercell of six periods a weak cosine potential with $q=0.1745$ bohr$^{-1}$ is applied, and the Hartree potential is iterated to self-consistency. The ratio of applied to total potential at $q$ is 1.7847, and (9) gives 1.7847. Without local fields, $1-v_0P_{00}=2.3731$.

For $q\to0$ the static values are 1.808 with local fields and 2.416 without. The sign of this change follows from (20) at $z=0$, where $\epsilon_M=1+\beta^\dagger\bar C^{-1}\beta$, while without local fields $\bar C$ is replaced by $D^2$. Since $fB^\dagger\bar vB$ is not negative, $\bar C^{-1}$ cannot exceed $D^{-2}$ in any expectation value, and the RPA local fields lower the static constant. For the same reason $\beta^\dagger\bar C\beta\ge\beta^\dagger D^2\beta$, so the local fields cannot lower the strength-weighted mean squared energy. In this model the absorption peak moves from 0.486 Ha without local fields to 0.774 Ha with them.

At the absorption peak $v_0\bar\chi_{00}=0.234-7.019i$, so (9) gives

$$\epsilon_M=1-(0.234-7.019i)=0.766+7.019i.$$

The current response to a uniform field, computed at $q=0$ itself, gives the same value to the digits shown, as (17) requires. With $|\epsilon_M|^2=0.766^2+7.019^2=49.85$, (13) yields a loss of $7.019/49.85=0.141$. The strong response screens the external potential: $|\phi_M/\phi_{\rm ext}|^2=1/49.85=0.020$, so little power is taken up for a given external potential. These values depend on the broadening. The absorption peak is a discrete mode, lying in a gap between the pair energies of the first and second empty bands, so its height grows as $1/\eta$ and the loss at that frequency falls in proportion to $\eta$. With $\eta=0.01$ Ha they are about 14 and 0.07. The absorption peak stays at 0.774 Ha, while the loss peak, which lies within the pair continuum, moves to about 0.895 Ha.

At the loss peak $v_0\bar\chi_{00}=0.974-0.428i$ and $\epsilon_M=0.026+0.428i$. The absorption is now modest, but $\epsilon_M$ is small and the macroscopic potential exceeds the external one, with $|\phi_M/\phi_{\rm ext}|^2=5.44$. The loss is $5.44\times0.428=2.33$.

The pair modes show the shift without reference to peaks. Both spectra have total strength 0.419 Ha$^2$. The mean squared energy is 0.694 Ha$^2$ in absorption and 1.113 Ha$^2$ in loss, and the difference, 0.419 Ha$^2$, is $\omega_p^2$ as in (24). The squared peak positions differ by less, $0.905^2-0.774^2=0.220$ Ha$^2$. There is no conflict, because (24) concerns the mean over all modes. Here one discrete mode carries about half of the absorption strength, and the rest is spread over many pair modes.

The numerical check also tests (9) with a contact exchange-correlation kernel, added to $v$ and to $\bar v$ in Dyson equations built on $\chi^0$ (which is equivalent to including it in $P$), and compares (14) and (15) with the power taken up by the individual pair transitions in the total microscopic potential.

## Calculated quantities

```
period a: 6.0 bohr
cross-section A: 10.0 bohr^2
potential amplitude V0: 0.50 Ha
broadening eta: 0.020 Ha
electron density n: 0.03333 bohr^-3
plasma frequency: 0.6472 Ha
squared plasma frequency: 0.41888 Ha^2
smallest pair energy: 0.4758 Ha
k points: 80, G vectors: 13, plane waves: 17
-- static, supercell of 6 periods
q: 0.1745 bohr^-1
eps_M, finite field: 1.784688
eps_M, 1 - v0 chibar_00: 1.784688
no local fields, 1 - v0 P_00: 2.373129
-- optical limit
q used: 0.0010 bohr^-1
static eps_M: 1.8082
static, no local fields: 2.4161
absorption peak, no local fields: 0.486 Ha = 13.22 eV
absorption peak: 0.774 Ha = 21.06 eV
loss peak: 0.905 Ha = 24.63 eV
-- values at the absorption peak
v0 P_00: 1.4774 -0.2076i
v0 chibar_00: 0.2337 -7.0185i
eps_M: 0.7663 +7.0185i
eps_M from uniform current: 0.7663 +7.0185i
v0 chi_00: -0.9846 -0.1408i
1/eps_M: 0.0154 -0.1408i
loss -Im 1/eps_M: 0.1408
|phi_M/phi_ext|^2: 0.0201
-- values at the loss peak
v0 P_00: 0.7631 -0.1129i
v0 chibar_00: 0.9744 -0.4282i
eps_M: 0.0256 +0.4282i
eps_M from uniform current: 0.0256 +0.4282i
v0 chi_00: -0.8611 -2.3273i
1/eps_M: 0.1389 -2.3273i
loss -Im 1/eps_M: 2.3273
|phi_M/phi_ext|^2: 5.4355
-- pair modes
total strength, absorption: 0.41888 Ha^2
total strength, loss: 0.41888 Ha^2
mean squared energy, absorption: 0.69401 Ha^2
mean squared energy, loss: 1.11289 Ha^2
difference of the means: 0.41888 Ha^2
```
